# Simple mixing in density functional perturbation theory: stability bound and optimal step: a program that tests the result

```python
"""
Result under test: simple mixing of the first-order potential,
    v_new = v + alpha * (w + K chi0 v - v),
converges for 0 < alpha < 2/lam_max, is fastest at alpha = 2/(lam_min+lam_max),
and then shrinks the error by (kappa-1)/(kappa+1) per step, kappa = lam_max/lam_min.

Symbols: w bare perturbation, v screened first-order potential, chi0 response
of independent electrons at fixed electron number, K Hartree + exchange kernel,
eps = 1 - K chi0 dielectric matrix, lam its eigenvalues (real, positive here).

Model: metal film between hard walls at x = 0 and x = L, uniform along y and z,
flat Kohn-Sham potential. Rydberg units: kinetic energy k^2, e^2 = 2.
A subband of energy e_i below the Fermi energy mu holds (mu-e_i)/(2 pi)
electrons per area, both spins included.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar

PI = np.pi
MU = 0.25          # Fermi energy above the flat potential, Ry
LENGTH = 30.0      # film thickness, bohr
STEP = 0.25        # grid spacing, bohr


def exchange_potential(n):
    return -2.0 * (3.0 * n / PI) ** (1.0 / 3.0)


def make_film(length, step):
    """Ground state, kernel and sum-over-states response of one film."""
    size = int(round(length / step)) - 1
    x = step * np.arange(1, size + 1)
    ham = (2.0 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1)) / step**2
    energy, orb = np.linalg.eigh(ham)
    orb = orb / np.sqrt(step)
    weight = np.maximum(MU - energy, 0.0) / (2.0 * PI)
    nocc = int(np.sum(energy < MU))
    n0 = orb[:, :nocc] ** 2 @ weight[:nocc]
    hartree = -4.0 * PI * np.abs(x[:, None] - x[None, :]) * step
    fx = exchange_potential(n0) / (3.0 * n0)
    # minus chi0: transitions between subbands
    neg_chi = np.zeros((size, size))
    for i in range(nocc):
        others = np.arange(size) != i
        coef = (weight[i] - weight[others]) / (energy[others] - energy[i])
        coef = coef * np.where(np.arange(size)[others] < nocc, 1.0, 2.0)
        pair = orb[:, [i]] * orb[:, others]
        neg_chi += (pair * coef) @ pair.T
    # minus chi0: transfer of electrons between subbands at fixed total number
    dens = orb[:, :nocc] ** 2
    dens = dens - dens.mean(axis=1, keepdims=True)
    neg_chi += dens @ dens.T / (2.0 * PI)
    neg_chi *= step
    return dict(x=x, step=step, size=size, ham=ham, energy=energy, orb=orb,
                weight=weight, nocc=nocc, n0=n0, hartree=hartree, fx=fx,
                kernel=hartree + np.diag(fx), neg_chi=neg_chi)


def symmetric_spectrum(neg_chi, kernel):
    """Eigenvalues of 1 + B K B with B B = -chi0, and the top potential mode."""
    val, vec = np.linalg.eigh(neg_chi)
    assert val.min() > -1e-10 * val.max()      # chi0 is negative semidefinite
    val = np.where(val > 1e-12 * val.max(), val, 0.0)
    root = (vec * np.sqrt(val)) @ vec.T
    sym = np.eye(len(val)) + root @ kernel @ root
    lam, y = np.linalg.eigh(0.5 * (sym + sym.T))
    return lam, kernel @ root @ y[:, -1]


film = make_film(LENGTH, STEP)
x, size, nocc = film["x"], film["size"], film["nocc"]
kernel, neg_chi = film["kernel"], film["neg_chi"]
identity = np.eye(size)
eps = identity + kernel @ neg_chi
lam, top_mode = symmetric_spectrum(neg_chi, kernel)
lam_min, lam_max = lam[0], lam[-1]

# The nonsymmetric dielectric matrix has the same, real and positive spectrum.
raw = np.linalg.eigvals(eps)
assert np.max(np.abs(raw.imag)) < 1e-5
assert np.max(np.abs(np.sort(raw.real) - lam)) < 1e-5
assert lam_min > 0.0
# A constant potential is an eigenvector with eigenvalue one.
assert np.max(np.abs(eps @ np.ones(size) - 1.0)) < 1e-7
assert lam_min <= 1.0 + 1e-8 and lam_max >= 1.0

# Sternheimer response: occupied subbands only, no sum over empty states.
occ = film["orb"][:, :nocc]
solvers = [np.linalg.inv(film["ham"] - film["energy"][i] * identity
                         + STEP * np.outer(occ[:, i], occ[:, i]))
           for i in range(nocc)]


def sternheimer_density(v):
    cols = v.reshape(size, -1)
    de = STEP * (occ**2).T @ cols
    dn = occ**2 @ ((de.mean(axis=0) - de) / (2.0 * PI))
    for i in range(nocc):
        f = occ[:, [i]]
        dorb = solvers[i] @ (f * de[i] - f * cols)
        dn = dn + 2.0 * film["weight"][i] * f * dorb
    return dn.reshape(v.shape)


eps_action = identity - kernel @ sternheimer_density(identity)
assert np.max(np.abs(eps_action - eps)) < 1e-6

# Density of the nonlinear problem at fixed number of electrons per area.
sheet_number = film["weight"].sum()


def density(potential):
    e, f = eigh_tridiagonal(2.0 / STEP**2 + potential,
                            -np.ones(size - 1) / STEP**2,
                            select="i", select_range=(0, 7))
    f = f / np.sqrt(STEP)
    for m in range(1, 8):
        mu = (2.0 * PI * sheet_number + e[:m].sum()) / m
        if mu <= e[m]:
            break
    return f[:, :m] ** 2 @ ((mu - e[:m]) / (2.0 * PI))


w = (x / LENGTH) ** 2          # bare perturbation, Ry, without mirror symmetry
h = 2e-4
fd_density = (density(h * w) - density(-h * w)) / (2.0 * h)
chi_error = (np.linalg.norm(fd_density + neg_chi @ w)
             / np.linalg.norm(fd_density))
assert chi_error < 1e-3

# Derived formulas.
bound = 2.0 / lam_max
alpha_opt = 2.0 / (lam_min + lam_max)
kappa = lam_max / lam_min
rho_opt = (kappa - 1.0) / (kappa + 1.0)


def measured_rate(alpha, matrix, squarings=24):
    """Error factor per step from the norm of a very high iteration power."""
    power = np.eye(len(matrix)) - alpha * matrix
    log_rate = 0.0
    for k in range(squarings):
        norm = np.linalg.norm(power)
        log_rate += np.log(norm) / 2.0**k
        power = power / norm
        power = power @ power
    return np.exp(log_rate + np.log(np.linalg.norm(power)) / 2.0**squarings)


rate_table = []
for factor in (0.25, 0.5, 0.9, 0.999, 1.001, 1.2):
    alpha = factor * bound
    seen = measured_rate(alpha, eps_action)
    formula = max(abs(1.0 - alpha * lam_min), abs(1.0 - alpha * lam_max))
    assert abs(seen - formula) < 1e-5
    assert (seen < 1.0) == (factor < 1.0)
    rate_table.append((factor, seen, formula))
assert measured_rate(-0.1 * bound, eps_action) > 1.0

search = minimize_scalar(lambda a: measured_rate(a, eps_action),
                         bounds=(0.5 * bound, 1.1 * bound), method="bounded",
                         options={"xatol": 1e-8})
assert abs(search.x / alpha_opt - 1.0) < 1e-3
assert abs(search.fun - rho_opt) < 1e-4

# Full self-consistent calculations with +h w and -h w give the same v.
n0 = film["n0"]


def self_consistent(field):
    pot = np.zeros(size)
    for count in range(1, 4001):
        n = density(pot)
        new = (field + film["hartree"] @ (n - n0)
               + exchange_potential(n) - exchange_potential(n0))
        residual = new - pot
        if np.max(np.abs(residual)) < 1e-10:
            return pot, count
        pot = pot + alpha_opt * residual
    raise AssertionError("nonlinear self-consistency not reached")


v_exact = np.linalg.solve(eps, w)
plus, scf_steps = self_consistent(h * w)
minus, _ = self_consistent(-h * w)
scf_error = (np.linalg.norm((plus - minus) / (2.0 * h) - v_exact)
             / np.linalg.norm(v_exact))
assert scf_error < 1e-3


def mix(alpha, source, steps):
    """Run simple mixing from v = 0; relative errors and residuals."""
    exact = np.linalg.solve(eps, source)
    v = np.zeros(size)
    errors, residuals = [], []
    for _ in range(steps):
        diff = v - exact
        errors.append(np.sqrt(max(diff @ neg_chi @ diff, 0.0)))
        res = source + kernel @ sternheimer_density(v) - v
        residuals.append(np.linalg.norm(res))
        v = v + alpha * res
    return np.array(errors) / errors[0], np.array(residuals) / residuals[0]


TARGET = 1e-6
err_opt, _ = mix(alpha_opt, w, 2000)
err_half, _ = mix(0.5 * alpha_opt, w, 2000)
err_above, _ = mix(1.02 * bound, w, 2000)
assert np.all(err_opt <= rho_opt ** np.arange(2000) + 1e-9)
assert err_opt.min() < TARGET and err_half.min() < TARGET
assert err_above[-1] > 1e3
steps_opt = int(np.argmax(err_opt < TARGET))
steps_half = int(np.argmax(err_half < TARGET))
steps_bound = np.log(TARGET) / np.log(rho_opt)
assert steps_opt <= np.ceil(steps_bound)
assert steps_half > steps_opt

# Mirror-symmetric source: the odd top mode enters only through rounding.
_, res_even = mix(1.05 * bound, np.cos(2.0 * PI * x / LENGTH), 1200)
turn = int(np.argmin(res_even))
assert res_even[turn] < 1e-2 and res_even[-1] > 1e3

# The top mode is the longest wave that fits into the film.
wave = np.cos(PI * x / LENGTH)
overlap = abs(top_mode @ wave) / np.linalg.norm(top_mode) / np.linalg.norm(wave)
assert overlap > 0.95

# Exchange made 20 times stronger: negative eigenvalue, no positive alpha works.
strong_kernel = film["hartree"] + 20.0 * np.diag(film["fx"])
lam_strong, _ = symmetric_spectrum(neg_chi, strong_kernel)
eps_strong = identity - strong_kernel @ sternheimer_density(identity)
assert lam_strong[0] < 0.0
for factor in (0.01, 0.1, 0.5, 1.0):
    assert measured_rate(factor * bound, eps_strong) > 1.0

# Finer grid.
fine = make_film(LENGTH, STEP / 2.0)
lam_fine, _ = symmetric_spectrum(fine["neg_chi"], fine["kernel"])
assert abs(lam_fine[0] / lam_min - 1.0) < 0.03
assert abs(lam_fine[-1] / lam_max - 1.0) < 0.03

# Thicker films: quadratic growth of the largest eigenvalue.
k_fermi = np.sqrt(MU)
thickness_table = []
for length in (LENGTH, 2.0 * LENGTH, 4.0 * LENGTH):
    if length == LENGTH:
        spectrum = lam
    else:
        other = make_film(length, STEP)
        spectrum, _ = symmetric_spectrum(other["neg_chi"], other["kernel"])
    estimate = 1.0 + 4.0 * k_fermi / PI * (length / PI) ** 2
    ratio = spectrum[-1] / spectrum[0]
    thickness_table.append((length, spectrum[0], spectrum[-1], estimate,
                            2.0 / (spectrum[0] + spectrum[-1]),
                            (ratio - 1.0) / (ratio + 1.0)))
tops = np.array([row[2] for row in thickness_table])
exponents = np.log2((tops[1:] - 1.0) / (tops[:-1] - 1.0))
assert np.all((exponents > 1.8) & (exponents < 2.4))
assert 0.8 < tops[-1] / thickness_table[-1][3] < 1.15

print(f"film thickness: {LENGTH:.1f} bohr, grid spacing: {STEP:.2f} bohr")
print(f"Fermi energy: {MU:.2f} Ry, Fermi wavevector: {k_fermi:.2f} 1/bohr")
print(f"occupied subbands: {nocc}")
print("subband energies:", np.round(film["energy"][:nocc + 1], 4), "Ry")
print(f"electrons per area: {sheet_number:.5f} 1/bohr^2")
print(f"density at film centre: {n0[size // 2]:.5f} 1/bohr^3")
print(f"smallest dielectric eigenvalue: {lam_min:.4f}")
print("three largest eigenvalues:", np.round(lam[-3:][::-1], 3))
print(f"finer grid, smallest and largest: {lam_fine[0]:.4f} {lam_fine[-1]:.3f}")
print(f"condition number kappa: {kappa:.3f}")
print(f"overlap of top mode with cos(pi x/L): {overlap:.4f}")
print(f"stability bound 2/lam_max: {bound:.5f}")
print(f"optimal alpha, formula: {alpha_opt:.5f}, search: {search.x:.5f}")
print(f"best error factor, formula: {rho_opt:.5f}, search: {search.fun:.5f}")
print("alpha/bound, measured error factor, formula:")
for row in rate_table:
    print(f"  {row[0]:.3f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"response against finite difference, relative error: {chi_error:.1e}")
print(f"v against nonlinear SCF, relative error: {scf_error:.1e}")
print(f"nonlinear SCF steps at optimal alpha: {scf_steps}")
print(f"target relative error: {TARGET:.0e}")
print(f"guaranteed steps at optimal alpha: {steps_bound:.1f}")
print(f"steps used at optimal alpha: {steps_opt}")
print(f"steps used at half the optimal alpha: {steps_half}")
print(f"relative error after 100 steps at 1.02 bound: {err_above[100]:.3e}")
print(f"relative error after 500 steps at 1.02 bound: {err_above[500]:.3e}")
print("symmetric source at 1.05 bound:")
print(f"  lowest relative residual {res_even[turn]:.1e} at step {turn}")
print(f"  relative residual at last step {len(res_even) - 1}: {res_even[-1]:.1e}")
print(f"smallest eigenvalue, exchange kernel times 20: {lam_strong[0]:.3f}")
print("L (bohr), lam_min, lam_max, Thomas-Fermi, optimal alpha, factor:")
for row in thickness_table:
    print(f"  {row[0]:.0f}  {row[1]:.4f}  {row[2]:.2f}  {row[3]:.2f}"
          f"  {row[4]:.5f}  {row[5]:.5f}")
print("growth exponents of lam_max - 1 per doubling:", np.round(exponents, 3))
print("ALL CHECKS PASSED")
```

Output:

```
film thickness: 30.0 bohr, grid spacing: 0.25 bohr
Fermi energy: 0.25 Ry, Fermi wavevector: 0.50 1/bohr
occupied subbands: 4
subband energies: [0.011  0.0439 0.0986 0.1753 0.2738] Ry
electrons per area: 0.10683 1/bohr^2
density at film centre: 0.00414 1/bohr^3
smallest dielectric eigenvalue: 0.9413
three largest eigenvalues: [46.614 11.695  5.259]
finer grid, smallest and largest: 0.9413 46.581
condition number kappa: 49.520
overlap of top mode with cos(pi x/L): 0.9994
stability bound 2/lam_max: 0.04291
optimal alpha, formula: 0.04206, search: 0.04206
best error factor, formula: 0.96041, search: 0.96041
alpha/bound, measured error factor, formula:
  0.250  0.98990  0.98990
  0.500  0.97981  0.97981
  0.900  0.96365  0.96365
  0.999  0.99800  0.99800
  1.001  1.00200  1.00200
  1.200  1.40000  1.40000
response against finite difference, relative error: 4.2e-08
v against nonlinear SCF, relative error: 3.9e-07
nonlinear SCF steps at optimal alpha: 348
target relative error: 1e-06
guaranteed steps at optimal alpha: 342.0
steps used at optimal alpha: 323
steps used at half the optimal alpha: 609
relative error after 100 steps at 1.02 bound: 2.092e+01
relative error after 500 steps at 1.02 bound: 1.361e+08
symmetric source at 1.05 bound:
  lowest relative residual 2.1e-05 at step 247
  relative residual at last step 1199: 3.0e+34
smallest eigenvalue, exchange kernel times 20: -8.816
L (bohr), lam_min, lam_max, Thomas-Fermi, optimal alpha, factor:
  30  0.9413  46.61  59.05  0.04206  0.96041
  60  0.9402  208.69  233.21  0.00954  0.99103
  120  0.9399  881.67  929.84  0.00227  0.99787
growth exponents of lam_max - 1 per doubling: [2.187 2.084]
ALL CHECKS PASSED
```
